# Electron Transmission Through a Diffuse Interface Between Two Metals

## The guess that drives a current at equilibrium

Suppose a rough interface makes an electron forget where it came from. It is tempting to say that half the electrons go through, from either side. Let metal 1 offer 5889 modes and metal 2 offer 3563. At equilibrium all these modes are filled alike, so the guess sends $5889/2$ units of flow to the right and $3563/2$ to the left. A net flow of 1163 modes would then run with no voltage applied, which is impossible. The transmission probabilities must depend on the mode numbers. Detailed balance fixes their ratio, and the loss of memory fixes the rest.

A *mode* here is an orbital transverse state at the Fermi energy that carries electrons toward the interface. Each has an outgoing partner. Metal $i$ has $N_i$ modes, each holding two spins. Scattering is elastic and independent of spin. Let $t_{12}$ be the probability that an electron arriving from metal 1 leaves into metal 2, averaged over the incoming modes of metal 1, and define $t_{21}$ likewise. The total transmission per spin is $T=N_1t_{12}$.

## Stage 1: identical metals

Take $N_1=N_2=N$, and let the electron leave with equal probability in each of the $2N$ outgoing modes. These probabilities add to one, so each is $1/(2N)$. Of the outgoing modes, $N$ lie across the interface:

$$t_{12}=N\cdot\frac{1}{2N}=\frac12,\qquad T=N t_{12}=\frac N2 .$$

For identical metals the guess of one half is right. A diffuse plane inside a uniform metal therefore reflects half the electrons, although there is no potential step.

## Stage 2: what detailed balance requires

Now let $N_1\neq N_2$. In one dimension the number of states per unit length, energy and spin moving one way is $1/(hv)$, where $v$ is the velocity. Multiplying by $v$ gives the flow of electrons per unit energy, $1/h$ for a filled mode. The velocity has cancelled, so every filled mode delivers the same flow.

At equilibrium all incoming modes at a given energy have the same occupation $f$. Flow to the right is $(f/h)N_1t_{12}$ per spin and flow to the left is $(f/h)N_2t_{21}$. No net current flows, hence

$$N_1t_{12}=N_2t_{21}. \tag{1}$$

Exclusion in the final states does not alter this: elastic scattering maps the incoming modes unitarily onto the outgoing ones, so no blocking factors are needed.

Unitarity also gives (1) directly. Let $|S_{ji}|^2$ be the probability of passing from incoming mode $i$ to outgoing mode $j$. Each column of these probabilities sums to one, because the electron must leave. Each row sums to one as well, because $SS^\dagger=1$. Let $R_{11}$ be the sum over entries that begin and end in metal 1. Adding the $N_1$ columns of metal 1, then its $N_1$ rows, gives

$$N_1=R_{11}+N_1t_{12},\qquad N_1=R_{11}+N_2t_{21}.$$

Subtraction yields (1). Time-reversal symmetry was not used.

## Stage 3: loss of memory

Equation (1) is one condition on two unknowns. The second comes from the diffuse interface. Assume that the side on which an electron leaves is independent of the side from which it came. An electron from metal 1 ends in metal 2 with probability $t_{12}$. One from metal 2 ends in metal 2 with probability $1-t_{21}$. Equating them,

$$t_{12}=1-t_{21}. \tag{2}$$

From (1), $t_{21}=(N_1/N_2)t_{12}$. Insert this in (2) and collect terms:

$$t_{12}\left(1+\frac{N_1}{N_2}\right)=1
\quad\Rightarrow\quad
t_{12}=\frac{N_2}{N_1+N_2},\qquad t_{21}=\frac{N_1}{N_1+N_2}.$$

The total transmission follows:

$$\boxed{T=N_1t_{12}=\frac{N_1N_2}{N_1+N_2}} \tag{3}$$

The assumption of equal scattering into all outgoing modes is stronger than (2). It gives each mode probability $1/(N_1+N_2)$, and counting the $N_2$ modes of metal 2 gives the same $t_{12}$ at once. Detailed balance is then satisfied automatically. Its separate use is to show that (3) survives when electrons from one metal leave unevenly over the outgoing angles, provided that the exit side carries no memory of the entry side. The incoming modes of each metal must still be filled evenly, because $t_{12}$ and $t_{21}$ are averages over them.

Three limits test the result:

- For $N_1=N_2=N$, equation (3) returns $N/2$.
- For $N_2\gg N_1$, $T\to N_1$. Nearly all outgoing modes lie in metal 2, so an electron from metal 1 rarely returns.
- In general $T=N_<\,N_>/(N_<+N_>)$, where $N_<$ and $N_>$ are the smaller and larger mode numbers. The fraction lies between one half and one, so $N_</2\le T<N_<$.

## Stage 4: a phase-coherent interface

A single coherent interface has definite amplitudes and need not scatter equally into all modes. Consider instead an ensemble of interfaces whose matrices $S$ are uniformly distributed over all unitary matrices. The ensemble is unchanged when outgoing modes are permuted, so the mean of $|S_{ji}|^2$ is the same for all $j$. Since each column sums to one, that mean is $1/(N_1+N_2)$, and the mean transmission is (3).

This was tested on 20,000 random unitary matrices for each of two cases. For $N_1=3$, $N_2=7$ the mean was 2.100, against $21/10=2.100$. For $N_1=N_2=5$ it was 2.500, against $25/10=2.500$. Individual matrices scatter about these means, with sampled rms spreads of 0.209 and 0.251 modes (the exact ensemble values are 0.211 and 0.251).

Time-reversal symmetry without spin-orbit coupling changes the ensemble. If outgoing mode $j$ is labelled as the time reverse of incoming mode $j$, then $S$ is symmetric. Let the ensemble be invariant under $S\to V^{\mathsf T}SV$ for every unitary $V$. Write $D$ for the mean of $|S_{ii}|^2$ and $O$ for the mean of $|S_{ij}|^2$ with $i\ne j$. Choose $V$ to turn mode $i$ into $(i+j)/\sqrt2$. Then

$$S'_{ii}=\tfrac12\left(S_{ii}+2S_{ij}+S_{jj}\right).$$

Changing the phases of modes $i$ and $j$ independently leaves the ensemble unchanged but rotates the cross products, so their means vanish. What remains is

$$D=\tfrac14(D+4O+D)=\tfrac12D+O\quad\Rightarrow\quad D=2O.$$

With $M=N_1+N_2$, a column sum gives $D+(M-1)O=1$, so $O=1/(M+1)$. Transmission involves $N_1N_2$ entries with $i\neq j$:

$$\langle T\rangle=\frac{N_1N_2}{N_1+N_2+1}.$$

The doubled return into the time-reversed mode is coherent backscattering. Random symmetric matrices gave 1.907 and 2.271 for the two cases, against predicted values of 1.909 and 2.273. Relative to $T$, the correction matters for a few modes and is negligible for thousands.

## Stage 5: from transmission to resistance

Connect the metals to reservoirs through ballistic leads. A voltage $V$ opens an energy window $eV$. Each fully transmitted mode carries a flow $1/h$ per energy and spin, so the current is $I=2e(eV/h)T$. Therefore

$$R=\frac{h}{2e^2}\frac1T=\frac{h}{2e^2}\left(\frac1{N_1}+\frac1{N_2}\right). \tag{4}$$

Each term is the Sharvin resistance $R_i=h/(2e^2N_i)$ of one metal, the resistance of a ballistic conductor between two reservoirs. They add because the interface erases memory: it acts like an intermediate reservoir that draws no net current.

Equation (4) includes the contacts to the reservoirs. To isolate the interface, let incoming electrons in metal 1 have occupation $f_1$, those in metal 2 $f_2$, and all outgoing electrons $f_s$. Per spin and unit energy, the net flow in metal 1 is $N_1(f_1-f_s)/h$. The mean occupation near the interface in metal 1 is $(f_1+f_s)/2$, which exceeds $f_s$ by $(f_1-f_s)/2$. This is half the difference that drives the flow, so metal 1 contributes half its Sharvin resistance. Metal 2 does the same:

$$R_{\rm extra}=\tfrac12(R_1+R_2). \tag{5}$$

This assumes that the arriving electrons fill all angles equally. For identical ballistic metals the result can be checked by removing the interface. The resistance falls from $2R_1$ to $R_1$, and the difference is $R_1$, as (5) says.

## Stage 6: metals that scatter

Let a fraction $\tau_i$ of the electrons emitted equally into all modes at one end of segment $i$ reach the other end. The segment is uniform, so $\tau_i$ is the same in both directions. Assume also that the interface scatters equally into all outgoing modes, so that $\tau_i$ applies to electrons leaving it. Write $p_i=N_i/(N_1+N_2)$ for the probability of leaving the interface into metal $i$.

An electron from reservoir 1 reaches the interface with probability $\tau_1$. Each visit then ends in reservoir 2 with probability $p_2\tau_2$, ends in reservoir 1 with probability $p_1\tau_1$, or leads to another visit with probability $q=1-p_1\tau_1-p_2\tau_2$. Summing over visits,

$$T=N_1\tau_1p_2\tau_2(1+q+q^2+\cdots)
=\frac{N_1\tau_1\,p_2\tau_2}{p_1\tau_1+p_2\tau_2}.$$

Insert $p_i$ and cancel $N_1+N_2$:

$$T=\frac{(N_1\tau_1)(N_2\tau_2)}{N_1\tau_1+N_2\tau_2},
\qquad R=\frac{R_1}{\tau_1}+\frac{R_2}{\tau_2}. \tag{6}$$

For $\tau_1=\tau_2=1$ this returns (4).

In a scattering metal the arriving electrons do not fill all angles equally, so (5) needs a correction. For a wide planar conductor of one metal, cut by a diffuse plane into two slabs of thickness $L$, the extra resistance in units of $R_1$ is $2/\tau(L)-1/\tau(2L)$. A numerical transport solution with isotropic bulk scattering and $L$ equal to ten mean free paths gives 1.0656 on the mesh used; the converged value is 1.0657, which is $3/2$ times the Milne extrapolation length of 0.7104 mean free paths. The extra resistance is thus about 7% above the value from (5) in this planar diffusive case. Each side of the plane contributes half of the extra resistance, so the same factor multiplies (5) for different metals.

## Stage 7: a 20 nm via

**Counting modes.** For free electrons of density $n$, filling a sphere with two spins gives $n=k_F^3/(3\pi^2)$. Modes correspond to wavevectors parallel to the interface inside a disc of area $\pi k_F^2$. With one state per $(2\pi)^2/A$,

$$k_F=(3\pi^2n)^{1/3},\qquad N=\frac{k_F^2A}{4\pi}.$$

Metal 1 is copper-like, with 85 electrons per nm³. Metal 2 is an unnamed model metal with 40 per nm³. The via is square, 20 nm wide, so $A=400$ nm². The wavenumbers are 13.60 and 10.58 nm⁻¹, and

$$N_1=\frac{13.602^2\times400}{4\pi}\approx5889,\qquad N_2\approx3563.$$

**Transmission and resistance.** An electron from metal 1 crosses with probability $3563/9452=0.377$, and one from metal 2 with probability 0.623. Hence

$$T=5889\times0.3769\approx2220,\qquad
R=\frac{12906.4\ \Omega}{2220}\approx5.81\ \Omega .$$

The Sharvin resistances, 2.19 and 3.62 Ω, have the same sum. Multiplying by the area gives 2325 Ω nm², or $2.3\times10^{-11}$ Ω cm². The extra resistance from (5) is 2.91 Ω. For wide, diffusive metals with the same mode numbers, the planar factor would give 3.10 Ω.

With copper-like metal on both sides, $T=5889/2\approx2945$ and the two-terminal resistance is 4.38 Ω. Half of this, 2.19 Ω, is the extra resistance of the diffuse plane in the ballistic limit.

**Bulk and sidewalls.** Give each side a length of 30 nm, with mean free paths of 30 nm in metal 1 and 10 nm in metal 2, and let the sidewalls scatter diffusely. Tracing particles through the segments gives $\tau_1=0.342$ and $\tau_2=0.231$. Equation (6) becomes

$$R=\frac{2.191}{0.342}+\frac{3.622}{0.231}\approx22.1\ \Omega .$$

This is nearly four times the ballistic value, so most of the resistance of this via comes from scattering along its length.

For copper-like metal on both sides, the via has about 12.8 Ω with the diffuse plane and 10.4 Ω without it. The tracing listed below gives $2.36\pm0.04$ Ω for the plane, where the error is statistical; with over ten times more particles the value settles at $2.41\pm0.01$ Ω. That is about 10% above the ballistic 2.19 Ω. Here (5) remains a fair estimate of the interface contribution, even though the total resistance is far from ballistic.

## Stage 8: where the assumptions bend

**A clean interface.** Of the idealizations whose effect on the ballistic resistance is calculated in this stage, the assumption of a diffuse interface matters most. At a flat step the parallel wavenumber $q$ is conserved. Let $k_a$ and $k_b$ be the perpendicular wavenumbers in the two metals, with equal masses. Continuity of the wave and its slope requires $1+r=t$ and $k_a(1-r)=k_bt$. Eliminating $t$ gives $r=(k_a-k_b)/(k_a+k_b)$, so the transmission probability is

$$1-r^2=\frac{4k_ak_b}{(k_a+k_b)^2}.$$

Summed over the modes that propagate in both metals, this gives $T=3248$ and $R=3.97$ Ω. For these mode numbers and equal masses, the diffuse interface has a two-terminal resistance 46% higher. Unequal masses would change the flat-step transmission, and hence this percentage, even if the mode numbers stayed the same. For identical metals the contrast is sharper: a clean plane transmits all $N$ modes and adds no resistance, while a diffuse one transmits $N/2$.

Equation (3) is not a bound on either side. A clean interface can transmit more, and an insulating film can transmit far less. Both obey detailed balance (1), but neither obeys the memory-loss condition (2) in general.

**The Fermi surface.** A half-filled, one-band fcc model with nearest-neighbour hopping has 0.816 times as many modes along [001] as a sphere of the same density. Applying this factor to metal 1 alone raises $R_1$ to $2.191/0.816\approx2.69$ Ω and the ballistic total to about 6.3 Ω, an increase of about 8.5%. The model omits copper's d states and is not fitted to its Fermi surface, so this is a measure of sensitivity and not a correction for copper. Equation (3) itself does not require a spherical surface; only the values of $N_i$ change.

**Finite width.** Hard walls slightly reduce the number of modes. Explicit counting gives 5805 and 3495 modes instead of 5889 and 3563, which lowers $T$ by 1.7%.

**Temperature, coherence and voltage.** For free electrons $N_i$ is proportional to the kinetic energy $E_i$, here 7.05 and 4.26 eV at the Fermi level. If both mode numbers were multiplied by the same factor, $T$ would be multiplied by it too. A common shift in energy changes them by different factors, because $E_1\neq E_2$, and this gives $T$ a small curvature in energy. At 378 K, where $k_BT=32.6$ meV, averaging over the thermal window at fixed Fermi level changes $T$ by a relative $-7\times10^{-6}$. If each metal instead keeps its electron density, its Fermi level shifts slightly relative to its band, and the total change is about $-4\times10^{-5}$, still negligible. For a single coherent interface, coherent backscattering would give a relative change of $-1/(N_1+N_2+1)\approx-1.1\times10^{-4}$. Phase-coherent scattering along the via as well would make the relative correction larger. At 2 MA/cm² the ballistic two-terminal voltage is 46.5 µV, far below $k_BT/e$, so linear response is adequate.

**Beside a real via.** The density and mean free path of metal 1 are rough values for copper near 378 K, and a width of 20 nm belongs to narrow interconnects. Metal 2 represents no particular material. Real interfaces may keep part of the memory. Suppose that a fraction of the electrons, the same for every mode, behaves as at the flat step with equal masses and the rest scatter equally into all modes. The ballistic resistance then lies between 3.97 Ω and 5.81 Ω. If the fraction depends on angle, the resistance can leave this range. For example, let the modes of metal 1 that a flat step reflects totally still be reflected, while the remaining 3563 modes on each side mix equally. Then $T=3563/2$ and the resistance is 7.24 Ω. Roughness alone does not ensure loss of memory: between identical metals with no potential step, an uneven boundary scatters nothing. Sidewall and bulk scattering change the total much more, to about 22 Ω for fully diffuse walls. A real copper via may also have a barrier film at its base. That film adds its own resistance, which is not included here, and current spreading into wider lines is also left out. The calculated resistances should therefore not be read as predictions for a manufactured via.

The numerical output below lists most of the values used in these estimates.

## Values computed for the example and the checks

```
random matrices, N1=3, N2=7: mean T = 2.100
  formula T = 2.100
  symmetric matrices: mean T = 1.907
  formula with N1+N2+1: 1.909
  rms spread of T (unitary) = 0.209
random matrices, N1=5, N2=5: mean T = 2.500
  formula T = 2.500
  symmetric matrices: mean T = 2.271
  formula with N1+N2+1: 2.273
  rms spread of T (unitary) = 0.251
densities 1, 2: 85, 40 per nm^3
mean free paths 1, 2: 30, 10 nm
via width 20 nm, each segment 30 nm
Fermi wavenumbers 1, 2: 13.60, 10.58 per nm
Fermi energies 1, 2: 7.05, 4.26 eV
modes N1, N2: 5889, 3563
probability 1 to 2: 0.3769; 2 to 1: 0.6231
total transmission T = 2220 modes
imbalance if half passed each way: 1163 modes
h/(2e^2) = 12906.4 ohm
Sharvin resistances 1, 2: 2.191, 3.622 ohm
two-terminal resistance = 5.814 ohm
resistance times area = 2325 ohm nm^2
  the same = 2.325e-11 ohm cm^2
identical metals (1|1): T = 2945 modes
identical metals: two-terminal R = 4.383 ohm
extra R, isotropic arrival (1|2) = 2.907 ohm
planar diffusive correction factor = 1.0656
extra R, planar diffusive (1|2) = 3.097 ohm
clean interface: T = 3248 modes
clean interface: R = 3.974 ohm
crossed fractions tau1, tau2: 0.342, 0.231
crossed fraction, 60 nm of metal 1: 0.210
R with bulk and wall scattering (1|2) = 22.10 ohm
1|1 via with interface = 12.81 ohm
1|1 via without interface = 10.45 ohm
1|1 extra R = 2.36 +- 0.04 ohm
counted hard-wall modes 1, 2: 5805, 3495
change of T from counting: -1.73 %
fcc one-band modes / sphere modes = 0.816
temperature 378 K, kT = 32.6 meV
thermal relative change of T = -7.0e-06
coherent relative change of T = -1.1e-04
current density = 2 MA/cm^2
two-terminal voltage = 46.5 microvolt
```
